# The relaxed piezoelectric tensor from Born charges and force constants

## 1. One ion between two springs

Take a chain whose cell holds a cation of fixed charge $q$ and an anion of charge $-q$. The cation sits at $0$ and its neighbouring anions at $d_1$ and $-d_2$. The bonds are springs $k_1$, $k_2$, both at their natural length. Stretch the chain by a strain $\eta$, so that every position is multiplied by $1+\eta$, and then let the cation move by a further $u$. The bonds lengthen by $d_1\eta-u$ and $d_2\eta+u$, and the energy per cell is

$$E=\tfrac12k_1(d_1\eta-u)^2+\tfrac12k_2(d_2\eta+u)^2 .$$

Setting $\partial E/\partial u=0$ gives

$$(k_1+k_2)\,u=(k_1d_1-k_2d_2)\,\eta .$$

The uniform stretch leaves each ion at the same fraction of the cell and carries no charge across a cell face. The shift $u$ does, because it moves the charge $q$ relative to the anions. With cell volume $\Omega$, the polarization change per strain is therefore

$$e=\frac1\Omega\,q\,\frac{1}{k_1+k_2}\,(k_1d_1-k_2d_2).$$

This is a charge, times an inverse force constant, times a force per strain. If $k_2\to0$, the cation keeps its distance from the upper anion and $e=qd_1/\Omega$. If $k_1\to0$, it follows the lower one and $e=-qd_2/\Omega$. The sign of $e$ depends on which bond pulls harder at a given strain, that is, on whether $k_1d_1$ or $k_2d_2$ is larger.

In a real crystal the electrons also rearrange. The charge $q$ then becomes a Born charge, and the uniform stretch makes a contribution of its own.

## 2. Strain, dipole and what the circuit measures

Consider an insulating crystal at zero temperature with no force on any ion and no macroscopic field. A symmetric strain matrix $\eta$ deforms it by $F=1+\eta$. An ion at $\mathbf r$ goes to $F\mathbf r+\mathbf u$, where $\mathbf u$ is its internal displacement. "Clamped ions" means $\mathbf u=0$: reduced coordinates are fixed while the electrons stay in their ground state. The index $m$ labels an ion and a direction together. The index $j=1,\dots,6$ is the Voigt index, with $\eta_4=2\eta_{23}$ and likewise for the other shears.

Let $\mathbf p$ be the cell dipole and $\mathbf P$ the polarization, $\mathbf p$ divided by the current cell volume. Electrodes collect charge through cell faces. For the face spanned by lattice vectors $\mathbf a_2,\mathbf a_3$ that charge is

$$Q_1=\mathbf P\cdot(\mathbf a_2\times\mathbf a_3)=\mathbf p\cdot\mathbf b_1,$$

where $\mathbf b_1$ is the dual vector, $\mathbf b_1\cdot\mathbf a_i=\delta_{1i}$. Since $\mathbf a_i=F\mathbf a_i^0$, the dual vector is $\mathbf b_1=(F^{-1})^T\mathbf b_1^0$, and so

$$Q_1=\mathbf b_1^0\cdot\tilde{\mathbf p},\qquad \tilde{\mathbf p}=F^{-1}\mathbf p .$$

The reduced dipole $\tilde{\mathbf p}$ thus holds the charges per cell face. The dipole of a periodic crystal is defined up to $e$ times a lattice vector $F\mathbf R^0$. In $\tilde{\mathbf p}$ this ambiguity is the constant $e\mathbf R^0$, which drops out of derivatives. The proper piezoelectric tensor, with $\Omega$ the reference cell volume, is

$$e_{\alpha j}=\frac1\Omega\frac{d\tilde p_\alpha}{d\eta_j}\quad\text{with the ions relaxed.}$$

Electrodes at fixed voltage fix $\boldsymbol{\mathcal E}\cdot\mathbf a_i=(F^T\boldsymbol{\mathcal E})\cdot\mathbf a_i^0$, hence the reduced field $\mathbf f=F^T\boldsymbol{\mathcal E}$. The energy of the dipole in the field keeps its form:

$$\mathbf p\cdot\boldsymbol{\mathcal E}=(F\tilde{\mathbf p})\cdot\boldsymbol{\mathcal E}=\tilde{\mathbf p}\cdot\mathbf f .$$

## 3. The four coefficients

The electronic state minimizes the energy, so to first order in a weak field the cell energy changes only through the explicit field term:

$$H(u,\eta,\mathbf f)=E(u,\eta)-\tilde{\mathbf p}(u,\eta)\cdot\mathbf f .$$

Define, at the reference state,

$$K_{mn}=\frac{\partial^2E}{\partial u_m\partial u_n},\quad
\Lambda_{nj}=-\frac{\partial^2E}{\partial u_n\partial\eta_j},\quad
Z_{\alpha m}=\frac{\partial\tilde p_\alpha}{\partial u_m},\quad
\bar e_{\alpha j}=\frac1\Omega\frac{\partial\tilde p_\alpha}{\partial\eta_j}.$$

$K$ is the force-constant matrix at fixed field. $\Lambda$ is the force on the ions per strain. $Z$ is the Born charge with the factor $e$ inside, and $\bar e$ is the clamped-ion tensor. With $\bar B_{jl}=\partial^2E/\partial\eta_j\partial\eta_l$ and zero initial stress, the expansion to second order in matrix form is

$$H=E_0+\tfrac12u^TKu-u^T\Lambda\eta+\tfrac12\eta^T\bar B\eta-\mathbf f^T(\tilde p_0+Zu+\Omega\bar e\eta).$$

There is no term linear in $u$ alone because the forces vanish.

## 4. Why the plain inverse of $K$ does not exist

Let $t$ be a displacement of all ions by the same vector. The energy does not change, so $Kt=0$. Strain produces no net force on the cell, so $t^T\Lambda=0$. The cell is neutral, so its dipole does not change either, and $Zt=0$. There are three such $t$, and $K$ is singular.

Write $K=\sum_s\kappa_sw_sw_s^T$ with orthonormal eigenvectors $w_s$. For a stable crystal all $\kappa_s$ other than the three zeros are positive. The inverse on that remaining space is

$$K^+=\sum_{\kappa_s>0}\frac{w_sw_s^T}{\kappa_s}.$$

At zero field the ions relax until $\partial H/\partial u=0$, which reads $Ku=\Lambda\eta$. The right side has no component along $t$, so the equation is solvable:

$$u=K^+\Lambda\eta+\text{(a rigid shift)} .$$

The rigid shift carries no dipole. One may equally hold one ion fixed and invert the smaller matrix for the others; the two solutions differ by a rigid shift.

## 5. The result

The dipole changes by $\Delta\tilde p=\Omega\bar e\eta+Zu$. Inserting $u$ and dividing by $\Omega$ gives

$$\boxed{e_{\alpha j}=\bar e_{\alpha j}+\frac1\Omega\sum_{mn}Z_{\alpha m}(K^+)_{mn}\Lambda_{nj}}$$

With the eigenvectors of $K$, the second term is

$$\frac1\Omega\sum_{\kappa_s>0}\frac{(Zw_s)_\alpha\,(w_s^T\Lambda)_j}{\kappa_s}.$$

A displacement pattern contributes if it carries a dipole and is also driven by strain. For a given numerator, a soft pattern, with small $\kappa_s$, contributes more than a stiff one. If $\kappa_s\to0$ while the numerator stays finite, the linear result diverges and higher terms of the energy must be kept.

The division into two terms depends on what is held fixed in the first. Suppose $u=u'+G\eta$ with some matrix $G$. Then $\Lambda'=\Lambda-KG$ and $\Omega\bar e'=\Omega\bar e+ZG$. Since $K^+KG$ equals $G$ up to rigid shifts,

$$\Omega\bar e'+ZK^+\Lambda'=\Omega\bar e+ZG+ZK^+\Lambda-ZG .$$

The sum is unchanged.

## 6. Converse effect and laboratory polarization

With a field present, the ions obey $Ku=g$, where $g=\Lambda\eta+Z^T\mathbf f$. At the solution $\tfrac12u^TKu-u^Tg=-\tfrac12g^TK^+g$. Its part linear in both $\mathbf f$ and $\eta$ is $-\mathbf f^TZK^+\Lambda\eta$, and its part quadratic in strain is $-\tfrac12\eta^T\Lambda^TK^+\Lambda\eta$. The relaxed enthalpy therefore contains

$$H\ni\tfrac12\eta^TB\eta-\Omega\,\mathbf f^Te\,\eta,\qquad B=\bar B-\Lambda^TK^+\Lambda .$$

The same $e$ governs both effects. Internal relaxation can only lower the stiffness, because $K^+$ has no negative eigenvalue. At zero stress $B\eta=\Omega e^T\mathbf f$.

The laboratory polarization is $\mathbf P=F\tilde{\mathbf p}/(\Omega\det F)$. To first order $\det F=1+\mathrm{tr}\,\eta$, so

$$\Delta\mathbf P=e\eta+\eta\mathbf P-(\mathrm{tr}\,\eta)\mathbf P .$$

The last two terms come from polarization already present: the dipole is stretched or turned with the crystal, and the volume it is divided by changes. For $\mathbf P$ along axis 3 they cancel under $\eta_{33}$. Under $\eta_{11}$ they leave $-P_3\eta_{11}$, so the laboratory coefficient is $e_{31}-P_3$.

## 7. A chain with quantum electrons

The example is an array of parallel Ti–O chains, with parameters in the rough regime of tetragonal BaTiO$_3$. The material matters here because hopping between O $p$ and Ti $d$ orbitals changes strongly with bond length. The cell length is $a=0.40$ nm and each chain occupies $0.16$ nm$^2$, so $\Omega=0.064$ nm$^3$. The lateral size is fixed. The O ions sit at $\pm a/2$ and Ti at $x=\delta=0.015$ nm, which gives an upper bond of $0.185$ nm and a lower one of $0.215$ nm.

Each cell has two electrons of opposite spin in one orbital per ion, with on-site energies $+\Delta$ on Ti and $-\Delta$ on O, $\Delta=1.5$ eV. The cores carry $+2e$ on Ti and $0$ on O. The hopping is $t(d)=1.5\ \text{eV}\,(0.2\ \text{nm}/d)^{3.5}$, so $t_1=1.971$ eV on the upper bond and $t_2=1.165$ eV on the lower.

**Electronic dipole.** Let $\kappa=ka$ and $h=t_1+t_2e^{-i\kappa}$; the phase appears because the lower O belongs to the previous cell. The opposite signs of a $p$ orbital's two lobes would replace $t_2$ by $-t_2$. That shifts $\kappa$ by $\pi$ and leaves zone averages unchanged. The bands are $\pm w$ with $w=\sqrt{\Delta^2+|h|^2}$, and the lower state has (Ti, O) amplitudes

$$c=\frac1N(z,1),\qquad z=-\frac{h}{w+\Delta},\qquad N^2=1+|z|^2=\frac{2w}{w+\Delta}.$$

The last step uses $|h|^2=(w-\Delta)(w+\Delta)$. A Wannier function has amplitude $c_R=\int\frac{d\kappa}{2\pi}e^{i\kappa R}c(\kappa)$ in cell $R$. Integrating by parts, $Rc_R$ is the same integral with $i\partial_\kappa c$ in place of $c$. The mean cell number is therefore the zone average of $A=i\,c^\dagger\partial_\kappa c=-\mathrm{Im}(z^*\partial_\kappa z)/N^2$. From $h^*\partial_\kappa h=-i(t_1t_2e^{-i\kappa}+t_2^2)$ follows

$$A=\frac{t_2(t_2+t_1\cos\kappa)}{2w(w+\Delta)} .$$

The weight on Ti is $n=|z|^2/N^2=(w-\Delta)/2w$. With $\langle\cdot\rangle$ the zone average, the electron centre and the dipole for Ti at $x$ are

$$\bar x=a\langle A\rangle+\langle n\rangle x+(1-\langle n\rangle)\frac a2,\qquad p=2e(x-\bar x).$$

If the hopping vanishes, $\bar x=a/2$ and the Born charge is the ionic value $2e$.

**Repulsion.** Each bond also has the energy

$$V(y)=b_1y+\tfrac12b_2y^2+\tfrac13b_3y^3+\tfrac14b_4y^4,\qquad y=d-0.2\ \text{nm}.$$

I choose $b_4=10^6$ eV/nm$^4$ and $b_3=-3.6\times10^4$ eV/nm$^3$. Zero force on Ti and zero stress along the chain require zero tension in each bond. These two conditions fix $b_1=-24.37$ eV/nm and $b_2=1112$ eV/nm$^2$. The total energy per cell is $-2\langle w\rangle$ plus the two repulsions.

## 8. The numbers

Zone averages on 256 points and central differences of $E$ and $p$ give

$$Z=4.60\,e,\quad K=805.5\ \text{eV/nm}^2,\quad \Lambda=139.9\ \text{eV/nm},\quad \bar e_{33}=-0.461\ \text{C/m}^2 .$$

Here $u$ is the Ti displacement relative to O, so the rigid shift has already been removed. The Born charge is more than twice the ionic $2e$: as Ti approaches the upper O, electrons move the other way, from the upper O to Ti across the shortening bond and from Ti to the lower O across the lengthening one. Both flows add to the dipole. Half the dipole difference between offsets $+\delta$ and $-\delta$, divided by $\Omega$, is the spontaneous polarization, $18.9\ \mu$C/cm$^2$.

The clamped-ion term has a simple origin in this model. A uniform stretch multiplies both hoppings by $(1+\eta)^{-3.5}$ and leaves all reduced positions alone. The reduced dipole then changes only because the hopping falls relative to $\Delta$. The negative sign says that this loss of covalency lowers the dipole.

The internal-strain term follows from $u/\eta=139.9/805.5=0.1737$ nm:

$$\frac{Z\Lambda}{\Omega K}=\frac{4.602\times0.1737}{0.064}\ \frac{e}{\text{nm}^2}=12.49\ \frac{e}{\text{nm}^2}=2.00\ \text{C/m}^2,$$

because $1\ e/\text{nm}^2=0.1602$ C/m$^2$. Hence

$$e_{33}=-0.46+2.00=1.54\ \text{C/m}^2 .$$

Relaxation reverses the sign of the clamped-ion response. It also lowers the stiffness $\bar B/\Omega=156.5$ GPa by $\Lambda^2/(K\Omega)=380$ eV/nm$^3=60.8$ GPa, to $95.7$ GPa. The strain per field at zero stress along the chain is

$$d_{33}=\frac{1.54\ \text{C/m}^2}{95.7\ \text{GPa}}=16.1\ \text{pm/V}.$$

## 9. A second crystal with the opposite sign

Change $b_3$ to $-1.2\times10^4$ eV/nm$^3$ and readjust $b_1$ to keep the same equilibrium, with everything else fixed. The electronic quantities $Z$ and $\bar e_{33}$ cannot change. The curvature of the repulsion is $V''=b_2+2b_3y+3b_4y^2$ at $y=\mp\delta$. In $K$ the two curvatures add and $b_3$ cancels. In $\Lambda$ they enter with opposite signs, weighted by bond length:

$$\Lambda\ni-\left[V''(\delta)\,d_2-V''(-\delta)\,d_1\right]\ni-2b_3\delta\,(d_1+d_2)=-2b_3\delta a .$$

The change is $-2(2.4\times10^4)(0.015)(0.40)=-288$ eV/nm, which takes $\Lambda$ from $139.9$ to $-148.1$ eV/nm. The internal-strain term becomes $-2.12$ C/m$^2$ and $e_{33}=-2.58$ C/m$^2$. The spontaneous polarization is the same in both crystals.

The total vanishes when the two terms cancel, at $\Lambda=139.9\times0.461/2.00=32$ eV/nm. This corresponds to $b_3\approx-2.7\times10^4$ eV/nm$^3$. In this family $\Lambda$ is the sum of two parts. The repulsion gives $V''(-\delta)d_1-V''(\delta)d_2$, which is $2867\times0.185-707\times0.215=378$ eV/nm in the first crystal and $2147\times0.185-1427\times0.215=90$ eV/nm in the second, positive in both. The electronic energy gives the remaining $-238$ eV/nm, the same in both. Stretching gives $u>0$ only when the repulsion part outweighs the electronic part, which happens for $b_3$ below about $-2.4\times10^4$ eV/nm$^3$, and $e_{33}$ is positive once this also outweighs the clamped-ion term. Otherwise $u$ is negative and so are both terms. With the electronic energy included, the short bond is the stiffer one in the first crystal (curvatures of about $1000$ and $240$ eV/nm$^2$) and the softer one in the second (about $280$ and $960$ eV/nm$^2$).

## 10. Where the linear, short-circuited result fails

**Large strain and field.** At 1% strain the linear formula for the first crystal predicts a polarization change of $1.54\ \mu$C/cm$^2$. Solving for zero force in the strained cell gives $1.05\ \mu$C/cm$^2$, 32% less. At 1 MV/cm along the polarization the linear strain is $0.161\%$. Minimizing the enthalpy over strain and Ti position, with the dipole's full dependence on both, gives $0.132\%$, 18% less. The coefficient $e_{33}$ is a slope at zero strain. The voltage drop per cell at this field is $0.04$ V, about 1% of the $3.4$ eV gap, so the field is weak for the electrons even where the lattice response is nonlinear.

**Missing screening.** Suppose the electrode charge cannot follow, so that the displacement field is fixed. In Gaussian units $\mathcal E=-4\pi\Delta P$. With the electronic dielectric constant $\epsilon_\infty$ this gives

$$\mathcal E=-\frac{4\pi}{\epsilon_\infty}\left(\frac{Zu}{\Omega}+\bar e\eta\right).$$

Adding the force $Z\mathcal E$ to $-Ku+\Lambda\eta$ changes the coefficients to

$$K_D=K+\frac{4\pi Z^2}{\Omega\epsilon_\infty},\qquad \Lambda_D=\Lambda-\frac{4\pi Z\bar e}{\epsilon_\infty}.$$

The second field derivative of the energy of long open chains, with end effects removed by subtracting two lengths, gives $\epsilon_\infty=3.42$. With $e^2=1.44$ eV nm, $K_D=805+1750=2555$ eV/nm$^2$ and $\Lambda_D=140+70=210$ eV/nm. The Ti shift per strain falls from $0.174$ to $0.082$ nm. Force constants taken at fixed displacement field must not be put into the short-circuit formula.

**Temperature.** The energy gained by moving Ti off centre at fixed cell length is $23$ meV per cell, against $k_BT=26$ meV at 300 K. Treat each cell as an independent oscillator of reduced mass $\mu=12$ u (Ti 48 u, O 16 u) and frequency $\omega=\sqrt{K/\mu}$, so that $\hbar\omega=53$ meV. Then

$$\langle u^2\rangle=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}$$

gives a root-mean-square motion of $0.0065$ nm, 44% of the offset. The harmonic formula is itself beyond its range here: the zero-point energy it assigns, $\hbar\omega/2=26$ meV, is larger than the $23$ meV depth of the well it is meant to describe. The number is therefore only a sign that a static theory cannot be quantitative at room temperature. Coupling between cells, absent here, changes the estimate.

## 11. Beside real ferroelectrics

Tetragonal BaTiO$_3$ has, roughly, a polarization of $26\ \mu$C/cm$^2$, a Ti Born charge along the polar axis of $6e$ in first-principles calculations, and a positive $e_{33}$ of a few C/m$^2$. The model lies below the first two, and it omits Ba, the lateral O ions and lateral strain. A field of 1 MV/cm belongs to thin films; bulk ceramics break down well below it. For the polar orthorhombic phase of hafnia, static first-principles calculations give a negative $e_{33}$, the sign of the second crystal here, though its bonding geometry is different. In a thin-film capacitor the assumption of ideal electrodes needs checking, because interface layers can make the screening incomplete. For the first crystal, section 10 finds the ion shift per strain cut by about half, but there only the change of polarization is unscreened. If part of the spontaneous polarization is unscreened too, its field moves Ti towards the centre and can soften its motion, so the shift per strain may instead exceed the short-circuit value. Grains of mixed orientation bring other tensor components into the measured response, which can raise or lower it; this calculation does not estimate that effect.
